# Crowell-Sze saturation current: drift-diffusion matched to thermionic emission, part 1

(Sections cited here and not found follow in the second part.)

## Two transport processes in series

**Q:** I know two accounts of the current through a metal-semiconductor contact. In one, electrons drift and diffuse through the depletion region. In the other, they fly over the barrier top with thermal speed. The prefactors differ. Which account is right?

**A:** Each describes one part of the same path. An electron leaving the semiconductor must first reach the barrier top, through a region where it collides, and must then cross into the metal. In steady state both parts carry the same flux, and this condition fixes the current.

Let the metal fill $x<0$ and an n-type semiconductor fill $x>0$. Energies are measured from the Fermi level of the metal. The conduction-band edge $E_c(x)$ has its highest value $\phi$ at $x_m$, at or very near the metal, and falls towards the bulk until the depletion region ends at $x=W$. A forward bias $V>0$ raises the electron quasi-Fermi level $F$ of the bulk to $qV$, where $q>0$ is the elementary charge.

I count the electron flux $\Phi$ (number per area and time) as positive towards the metal. Electrons moving towards $-x$ carry a conventional current towards $+x$, so $J=q\Phi$ is positive in forward bias.

**Q:** Then write the flux in the depletion region, and show me the signs. The field pushes electrons away from the metal, yet you want them to arrive there.

**A:** The force on an electron is $-dE_c/dx$. With mobility $\mu$ its drift velocity along $+x$ is $-(\mu/q)\,dE_c/dx$, which is positive here because $E_c$ falls into the bulk. Diffusion along $+x$ contributes $-D\,dn/dx$, where $n$ is the electron density and $D$ the diffusion constant. The flux towards the metal is minus the sum of the two:

$$\Phi=D\frac{dn}{dx}+\frac{\mu}{q}\,n\frac{dE_c}{dx}.$$

The first term is positive, since the density rises into the bulk, and the second is negative. In forward bias diffusion wins, through most of the depletion region only by a small margin.

Assume now that the electrons are non-degenerate and close to local equilibrium at the lattice temperature $T$. Then

$$n=N_c\,e^{(F-E_c)/k_BT},\qquad D=\frac{\mu k_BT}{q},$$

with $N_c$ the effective density of states. The second relation is Einstein's. It follows from the first: at equilibrium $F$ is constant, so $dn/dx=-(n/k_BT)\,dE_c/dx$, and $\Phi=0$ then requires $D/k_BT=\mu/q$.

**Q:** That leaves a small difference of two large terms, which is awkward to integrate.

**A:** The quasi-Fermi level removes the cancellation. Differentiating $n$ gives

$$\frac{dn}{dx}=\frac{n}{k_BT}\left(\frac{dF}{dx}-\frac{dE_c}{dx}\right).$$

Inserted in the flux, with $\mu/q=D/k_BT$, the terms in $dE_c/dx$ cancel:

$$\Phi=\frac{D\,n}{k_BT}\frac{dF}{dx}.$$

Now write out $n$ and use $e^{F/k_BT}(dF/dx)/k_BT=d(e^{F/k_BT})/dx$:

$$\Phi=D N_c\,e^{-E_c/k_BT}\,\frac{d}{dx}e^{F/k_BT}.$$

Without recombination or generation, $\Phi$ does not depend on $x$. Multiply by $e^{E_c/k_BT}/D$ and integrate from the top to the depletion edge. Let $F_m=F(x_m)$, and take $F(W)=qV$:

$$\Phi\int_{x_m}^{W}\frac{e^{E_c/k_BT}}{D}\,dx=N_c\left(e^{qV/k_BT}-e^{F_m/k_BT}\right).$$

**Q:** Where does a velocity come from?

**A:** From taking out the largest exponential. Multiply both sides by $e^{-\phi/k_BT}$ and define

$$\frac{1}{v_D}=\int_{x_m}^{W}\frac{1}{D}\,e^{(E_c-\phi)/k_BT}\,dx,\qquad n_0=N_c\,e^{-\phi/k_BT}.$$

The integral is a length divided by a diffusion constant, so $v_D$ is a velocity. The density $n_0$ is the one that the top would have, for the same $E_c(x)$, if the electrons there were in equilibrium with the metal. The result is

$$\Phi=v_D\,n_0\left(e^{qV/k_BT}-e^{F_m/k_BT}\right).$$

The integrand has its maximum, $1/D$, at the top and falls exponentially as the band drops. The difficult part of the journey is therefore the last climb.

**Q:** You set $F(W)=qV$. But a current also needs a gradient of $F$ in the bulk.

**A:** It does, and neglecting that gradient is an assumption about the size of the current. In the neutral bulk $n$ equals the doping $N_d$, so $dF/dx=k_BT\,\Phi/(DN_d)=J/(\mu N_d)$. This is the ordinary ohmic drop. If it is not small, $V$ in the formula must mean the applied voltage minus the drop in the bulk.

**Q:** You still have two unknowns, $\Phi$ and $F_m$. I could put $F_m=0$ and be finished.

**A:** That would assume that the metal holds the electrons at the top in equilibrium with itself, however large the flux. But electrons can cross the top no faster than their thermal motion allows. We need this emission rate.

Take one conduction-band valley with masses $m_x,m_y,m_z$ along axes aligned with the contact, $x$ being the normal. In a Maxwellian distribution the occupation is proportional to $\exp[-\sum_i\hbar^2k_i^2/(2m_ik_BT)]$. The density contains the full integral over $k_x$,

$$\int_{-\infty}^{\infty}e^{-\hbar^2k_x^2/(2m_xk_BT)}\,dk_x=\frac{\sqrt{2\pi m_xk_BT}}{\hbar}.$$

The flux in one direction contains the velocity $\hbar k_x/m_x$ and half of the range:

$$\int_0^\infty\frac{\hbar k_x}{m_x}\,e^{-\hbar^2k_x^2/(2m_xk_BT)}\,dk_x=\frac{k_BT}{\hbar}.$$

The integrals over $k_y$ and $k_z$, and the density of states in $k$-space, are common to both and cancel in the ratio. The one-way flux per unit density is thus $\sqrt{k_BT/(2\pi m_x)}$.

**Q:** Silicon has six valleys, with different masses along the normal.

**A:** For a (100) contact their axes are aligned as assumed. All six have the same product of masses and hence the same density, so the emission velocity is the plain average over valleys:

$$v_R=\left\langle\sqrt{\frac{k_BT}{2\pi m_x}}\right\rangle_{\rm valleys}.$$

The same flux gives the Richardson constant. At a quasi-Fermi level equal to the band edge the density is $N_c$, and the one-way current density is $qN_cv_R$. Written out with two spins, it is

$$qN_cv_R=\frac{2q}{(2\pi)^3}\sum_{\rm valleys}\frac{k_BT}{\hbar}\,\frac{2\pi\sqrt{m_ym_z}\,k_BT}{\hbar^2}.$$

Collecting factors, $2\cdot2\pi/(2\pi)^3=1/(2\pi^2)$, so

$$qN_cv_R=A^*T^2,\qquad A^*=\frac{qk_B^2}{2\pi^2\hbar^3}\sum_{\rm valleys}\sqrt{m_ym_z}.$$

The mass along the normal has dropped out of $A^*$. It enters $v_R$ and $N_c$ in opposite ways.

**Q:** Now the matching. I suppose you multiply $v_R$ by the density at the top and subtract what the metal sends back.

**A:** Yes, provided we say which density is meant. Electrons at the top that move towards the metal come from the semiconductor. Let their occupation be a Maxwellian with quasi-Fermi level $F_m$, and define $n_m=N_ce^{(F_m-\phi)/k_BT}$. Electrons moving away from the metal were emitted by it. Their occupation is a Maxwellian with Fermi level zero, which belongs to $n_0$. If the metal absorbs every electron that arrives, the net flux is

$$\Phi=v_R\,(n_m-n_0)=v_R\,n_0\left(e^{F_m/k_BT}-1\right).$$

**Q:** Here I object. Half of the velocities are filled according to $n_m$ and half according to $n_0$. The actual density at the top is $(n_m+n_0)/2$, not $n_m$. But the diffusion equation deals with the actual density.

**A:** The objection is correct, and the formula contains a convention at this point. Call the actual density $n_a=(n_m+n_0)/2$. Then $n_m-n_0=2(n_a-n_0)$, and the same flux reads $\Phi=2v_R(n_a-n_0)$. If the diffusion solution were joined to $n_a$, the velocity $2v_R$ would replace $v_R$ in everything that follows.

Consider what this would do when transport to the top is very easy. The diffusion solution would then bring $n_a$ up to $n_0e^{qV/k_BT}$, and the net flux would be $2v_Rn_0(e^{qV/k_BT}-1)$. But a semiconductor in equilibrium at level $qV$ sends at most $v_Rn_0e^{qV/k_BT}$ towards the metal. For large $qV/k_BT$ the result would be too large by a factor of two.

Joining the diffusion solution to $n_m$ gives the correct flux in this limit. The reason for the difficulty is that drift-diffusion assumes a nearly symmetric velocity distribution, and close to an absorbing surface the distribution is not symmetric. No choice of density makes the joined description strictly valid there. The choice of $n_m$ has to be judged by comparison with a kinetic calculation.

**Q:** I accept it on those terms. Eliminate $F_m$.

**A:** Divide each flux equation by its velocity:

$$\frac{\Phi}{v_D}=n_0\left(e^{qV/k_BT}-e^{F_m/k_BT}\right),\qquad \frac{\Phi}{v_R}=n_0\left(e^{F_m/k_BT}-1\right).$$

In the sum the terms in $F_m$ cancel:

$$\Phi\left(\frac1{v_D}+\frac1{v_R}\right)=n_0\left(e^{qV/k_BT}-1\right).$$

Since $1/v_D+1/v_R=(1+v_R/v_D)/v_R$, multiplication by $q$ gives

$$J=J_0\left(e^{qV/k_BT}-1\right),\qquad J_0=\frac{qN_c\,v_R}{1+v_R/v_D}\,e^{-\phi/k_BT}.$$

This is the Crowell-Sze current. With $qN_cv_R=A^*T^2$ the prefactor is also

$$J_0=\frac{A^*T^2}{1+v_R/v_D}\,e^{-\phi/k_BT}.$$

The inverse velocities add like resistances in series. The driving quantity is $n_0(e^{qV/k_BT}-1)$ rather than a voltage.

**Q:** Does it reproduce both of the accounts I started with?

**A:** If $v_D\gg v_R$, the denominator tends to one and $J_0\to A^*T^2e^{-\phi/k_BT}$. This is thermionic emission, and the mobility has disappeared. If $v_D\ll v_R$, then $v_R/(1+v_R/v_D)\to v_D$, and $J_0\to qN_cv_De^{-\phi/k_BT}$. This is the diffusion result, and the emission velocity has disappeared. The slower process sets the current.

**Q:** And is $J_0$ a constant, as the name saturation current suggests?

**A:** Not strictly. The shape of $E_c(x)$ depends on $V$, and so does $v_D$. In reverse bias with $-qV\gg k_BT$ the current is $-J_0(V)$, which can keep growing with the reverse bias, though far less steeply than the forward current. The growth is strongest in the diffusion limit, where $J_0$ is proportional to $v_D$.

**Q:** Where has the quasi-Fermi level gone? I would like to see what the electrons at the top are doing.

**A:** Equate the emission flux to the final result and divide by $v_Rn_0$:

$$e^{F_m/k_BT}-1=\frac{e^{qV/k_BT}-1}{1+v_R/v_D}.$$

For $qV\gg k_BT$, and with $F_m$ also well above $k_BT$, the terms $-1$ can be dropped, and the logarithm gives

$$qV-F_m\approx k_BT\ln\left(1+\frac{v_R}{v_D}\right).$$

In the thermionic limit the quasi-Fermi level stays flat up to the top and the whole of $qV$ is lost at the metal. In the diffusion limit at fixed $V$, the exact relation above gives $F_m\to0$, and the whole of $qV$ is lost before the top. Between the limits the loss is shared.

**Q:** The integrating factor was convenient. Can the result be confirmed without it?

**A:** Yes. The original equation, $\Phi=D(dn/dx+(n/k_BT)\,dE_c/dx)$, was integrated numerically for the density itself. It started at the top with $n_m=n_0+\Phi/v_R$, and $\Phi$ was chosen so that the density at $W$ belonged to $F=qV$. This was done for two barrier shapes, one sharp and one rounded at the top, for mobilities of 10 and 1200 cm²/Vs, and for biases of $-0.3$, 0.1 and 0.2 V. The largest relative difference from the formula was $2.5\times10^{-10}$. This tests the algebra of the joined model. It does not test the convention for $n_m$, which both sides share.

## The diffusion velocity, a silicon contact and the limits of the model

**Q:** Before we go on to numbers, list what we are carrying over.

**A:** The band edge $E_c(x)$ has its top $\phi$ at $x_m$, and the depletion region ends at $W$. The flux is positive towards the metal, and $V>0$ is forward bias. The results are

$$J=J_0\left(e^{qV/k_BT}-1\right),\qquad J_0=\frac{A^*T^2}{1+v_R/v_D}\,e^{-\phi/k_BT},$$

$$A^*T^2=qN_cv_R,\qquad \frac1{v_D}=\int_{x_m}^{W}\frac1D\,e^{(E_c-\phi)/k_BT}\,dx.$$

Here $N_c$ is the effective density of states, $v_R$ the emission velocity, $D=\mu k_BT/q$ the diffusion constant and $N_d$ the doping. The quasi-Fermi level at the top is $F_m$, and $n_0=N_ce^{-\phi/k_BT}$.

**Q:** The integral for $v_D$ is still abstract. Evaluate it for a uniformly doped semiconductor.

**A:** Take a sharp barrier first, so that $x_m=0$ and $\phi=\phi_b$. In the depletion approximation the charge density is $qN_d$ for $0<x<W$. Poisson's equation for the electron energy is then $d^2E_c/dx^2=q^2N_d/\varepsilon$, with $\varepsilon$ the permittivity. The slope vanishes at $W$, so

$$E_c=\phi_b-q\mathcal E_mx+\frac{q^2N_d}{2\varepsilon}x^2,\qquad \mathcal E_m=\frac{qN_dW}{\varepsilon}.$$

The total band bending is $q(V_{bi}-V)=q\mathcal E_mW/2$, where $qV_{bi}=\phi_b-k_BT\ln(N_c/N_d)$. Call it $u\,k_BT$. With $s=x/W$,

$$\frac{E_c-\phi_b}{k_BT}=-u(2s-s^2)=-u+u(1-s)^2.$$

Substitute $t=1-s$, then $z=t\sqrt u$:

$$\frac1{v_D}=\frac WD\,e^{-u}\int_0^1e^{ut^2}dt=\frac{W}{D\sqrt u}\,\mathcal D(\sqrt u),\qquad \mathcal D(y)=e^{-y^2}\int_0^ye^{z^2}dz.$$

The function $\mathcal D$ is Dawson's integral.

**Q:** I had expected the mobility times the field.

**A:** It appears for large $u$. Integration by parts, with $e^{z^2}dz=d(e^{z^2})/(2z)$, gives the leading terms $\mathcal D(y)\approx1/(2y)+1/(4y^3)$. Hence

$$\frac1{v_D}\approx\frac{W}{2uD}\left(1+\frac1{2u}\right).$$

From $uk_BT=q\mathcal E_mW/2$ and $D=\mu k_BT/q$ we have $2uD/W=\mu\mathcal E_m$. Therefore

$$v_D\approx\frac{\mu\mathcal E_m}{1+1/(2u)}.$$

The diffusion limit of the prefactor is $J_0\approx qN_c\mu\mathcal E_me^{-\phi_b/k_BT}$ to leading order. It contains the drift velocity at the maximum field, although the net motion in forward bias is against the drift.

**Q:** Now a contact that I might meet.

We now have the current for diffusion to the barrier top in series with emission into the metal, and the diffusion velocity for a uniformly doped semiconductor. What remains is to put in numbers for a silicon contact and to examine the limits of the model.
